Drop efficiency of a lossy add-drop ring resonator

**Problem**

A silicon ring resonator lies between two straight waveguides. Light enters through the first guide, the input guide. Some of it passes the ring and stays in that guide (the through port), some leaves by the second guide (the drop port), and some is lost in the ring. The intrinsic quality factor is Q_i = 100000. Each waveguide, taken alone, would give the ring a coupling quality factor of 20000, so Q_1 = Q_2 = 20000.

(a) What fraction D of the incident power reaches the drop port on resonance?

(b) Where does the rest of the power go?

(c) The ring has radius 10 µm, group index 4.2 and a resonance at 1550 nm. How wide is the resonance, is it safe to treat the ring by decay rates, and how far do temperature and signal bandwidth change D?

Assume at first that light circulates in one direction, that a single resonance matters, that the response is linear, and that the light is steady, monochromatic and on resonance. Any excess loss of the couplers is counted in Q_i.

**Hints**

1. A quality factor is a statement about energy decay. Turn each Q into a rate. Which quantities add when several loss channels act together?

2. The rate at which the ring leaks into the input guide also fixes how strongly that guide drives the ring. Energy conservation gives the link.

3. Light in the through port is a sum of two amplitudes: light that went straight past, and light that leaked back out of the ring. Add them before squaring.

4. For part (c), follow the field around the ring and add up all the round trips. Compare the sum with the result of the rate model.

**Solution of (a)**

*Rates.* Let a be the mode amplitude, scaled so that |a|² is the stored energy, and let ω₀ be the resonance angular frequency. Channel j removes energy at the rate Γ_j, where

Γ_j = ω₀/Q_j, power lost to channel j = Γ_j |a|².

Powers lost to separate channels add, so the rates add:

Γ = Γ_i + Γ_1 + Γ_2.

Dividing by ω₀ gives the loaded quality factor Q_L = ω₀/Γ:

1/Q_L = 1/Q_i + 1/Q_1 + 1/Q_2.

*Equation of motion.* Let s be the incident amplitude, with |s|² = P the incident power. Fields vary as exp(−iωt), the common factor is removed, and δ = ω − ω₀ is the detuning. Since energy decays at the rate Γ, the amplitude decays at Γ/2:

da/dt = (iδ − Γ/2) a + μ s.

The amplitude in the through port is the direct light minus the light leaking out of the ring:

s_t = s − ν a.

The constants μ and ν are still unknown. From the equation of motion, the stored energy changes as

d|a|²/dt = 2 Re(a* da/dt) = −Γ|a|² + 2 Re(μ a* s).

It must also equal the incident power minus all outgoing and dissipated power:

d|a|²/dt = |s|² − |s − νa|² − (Γ_2 + Γ_i)|a|².

Expanding the square, and using the fact that a number and its complex conjugate have the same real part, we get

|s|² − |s − νa|² = 2 Re(ν* a* s) − |ν|²|a|².

The two expressions must agree for every a and s. With s = 0 they give −Γ = −|ν|² − Γ_2 − Γ_i, hence |ν|² = Γ_1. What remains is Re[(μ − ν*) a* s] = 0. As the phase of a* s is arbitrary, μ = ν*. The phase of a can be chosen to make ν real, so

μ = ν = √Γ_1.

A coupler that lets energy out slowly therefore also lets it in weakly.

*Steady state.* Setting da/dt = 0 gives

a = √Γ_1 s / (Γ/2 − iδ),

|a|² = Γ_1 P / (Γ²/4 + δ²).

On resonance δ = 0 and |a|² = 4Γ_1P/Γ². The dropped power is Γ_2|a|², so

D = Γ_2|a|²/P = 4Γ_1Γ_2/Γ².

Dividing numerator and denominator by ω₀² brings back the quality factors:

D = [4/(Q_1Q_2)] / (1/Q_i + 1/Q_1 + 1/Q_2)².

*Numbers.* The sum of the inverse quality factors is

1/Q_L = 1×10⁻⁵ + 5×10⁻⁵ + 5×10⁻⁵ = 11×10⁻⁵, so Q_L = 9091.

The efficiency is

D = 4 × (5×10⁻⁵)² / (11×10⁻⁵)² = 100/121 = 0.826.

About 83 percent of the incident power is dropped, an insertion loss of 0.83 dB.

*Limits.* For equal couplers, Q_1 = Q_2 = Q_c, the formula becomes

D = (2Q_L/Q_c)² = 1/[1 + Q_c/(2Q_i)]².

If Q_i is much larger than Q_c, this is D ≈ 1 − Q_c/Q_i, and the drop becomes complete as the intrinsic loss vanishes. Here Q_c/Q_i = 0.2, and the linear estimate of 0.80 is already somewhat low. If instead Q_i is much smaller than Q_c, then D ≈ 4Q_i²/Q_c²: little light gets in, and little of that gets out at the drop port. With unequal couplers and no intrinsic loss, D = 4Γ_1Γ_2/(Γ_1 + Γ_2)², which is below one. Complete transfer thus needs balanced couplers as well as low loss.

**Solution of (b)**

On resonance a = 2√Γ_1 s/Γ. The through amplitude is

s_t = s − √Γ_1 a = s(1 − 2Γ_1/Γ) = s(1 − 10/11) = s/11,

so the through port carries 1/121 of the power, or 0.83 percent. The fraction dissipated in the ring is

Γ_i|a|²/P = 4Γ_1Γ_i/Γ² = 4 × 5 × 1/11² = 20/121,

or 16.5 percent. The three fractions add up to (100 + 1 + 20)/121 = 1.

These numbers show why the drop efficiency differs from 10/11 = 0.909, which is the share of stored energy that leaves by the two guides together when the ring decays freely. Half of that share goes back into the input guide. Under steady illumination this returning light interferes with the direct light and nearly cancels it. The net power entering the ring is therefore 120/121 of the incident power. It divides between the drop guide and intrinsic loss in the ratio Γ_2 : Γ_i = 5 : 1, which gives

D = (120/121) × (5/6) = 100/121,

as before. An intrinsic rate that is one eleventh of the total thus dissipates about a sixth of the incident power.

**Solution of (c)**

*Linewidth.* The factor 1/(Γ²/4 + δ²) falls to half its peak at δ = ±Γ/2. The full width is Γ in angular frequency, which means

Δf = f₀/Q_L = 21.3 GHz, Δλ = λ/Q_L = 1550 nm/9091 = 0.1705 nm.

Off resonance the drop efficiency is

D(δ) = D / [1 + (2δ/Γ)²].

*Is the rate model safe?* It treats the stored energy as a single number, although the light really meets each coupler once per round trip. Let L = 62.83 µm be the circumference and T = n_g L/c = 0.880 ps the round-trip time, where n_g is the group index. Define the energy loss exponents per round trip

x_j = Γ_jT = ω₀T/Q_j, X = x_1 + x_2 + x_i.

At coupler j the field that stays in its guide is multiplied by t_j = exp(−x_j/2), and the power fraction transferred is

k_j² = 1 − exp(−x_j) = 2 exp(−x_j/2) sinh(x_j/2).

With these values it is 5.21 percent at each coupler. Intrinsic loss multiplies the field by exp(−x_i/2) per round trip; for now it is taken as spread evenly around the ring, with the two couplers opposite each other. On resonance successive round trips add in phase, each smaller than the last by the factor

ρ = t_1 t_2 exp(−x_i/2) = exp(−X/2).

For unit incident amplitude, the field just after the input coupler has the magnitude

k_1(1 + ρ + ρ² + …) = k_1/(1 − ρ).

The light then travels half the ring, which multiplies its power by exp(−x_i/2), and the fraction k_2² is dropped:

D = k_1² k_2² exp(−x_i/2) / (1 − ρ)².

Now write 1 − ρ = 2 exp(−X/4) sinh(X/4). The exponentials in the numerator combine to exp[−(x_1 + x_2 + x_i)/2] = exp(−X/2), which cancels the same factor in the denominator. This leaves

D = sinh(x_1/2) sinh(x_2/2) / sinh²(X/4).

For small u, sinh u ≈ u(1 + u²/6). The leading term is (x_1x_2/4)/(X²/16) = 4x_1x_2/X², which is the rate formula. The next term multiplies it by

1 + (x_1² + x_2²)/24 − X²/48,

so for evenly spread loss the error is of second order in the loss per round trip. For this ring the sum over round trips gives 82.6405 percent, against 82.6446 percent from the rate model. When the round-trip time is halved with all Q values held fixed, the difference falls by a factor of 4.000, as a second-order error should. If the loss is not evenly placed, so that light on its way from input to drop meets a share f of the round-trip loss instead of one half, D is multiplied by exp[(1/2 − f)x_i], a first-order correction. Excess loss in the two couplers has f = 1. With x_i = 0.0107, D lies between 82.2 percent (f = 1) and 83.1 percent (f = 0). The rate model is still good enough here. It becomes less accurate when a large part of the light leaves the ring in each pass. With nearly equal couplers and small intrinsic loss the two correction terms nearly cancel, so the linewidth goes wrong first while the drop on resonance stays close to the rate formula. When the intrinsic loss or one coupler dominates, the two errors are of similar size.

*Temperature.* The resonance condition is n_eff L = mλ, with n_eff the effective index and m an integer. Heating changes n_eff directly, and the shift in wavelength changes it again through dispersion. With the small expansion of L neglected,

(∂n_eff/∂T) dT + (∂n_eff/∂λ) dλ = (m/L) dλ = (n_eff/λ) dλ,

where T now stands for temperature. Collecting the terms in dλ, and using n_g = n_eff − λ ∂n_eff/∂λ, gives

dλ/dT = (λ/n_g) ∂n_eff/∂T.

A rough value for a silicon wire is ∂n_eff/∂T = 1.9×10⁻⁴ per kelvin, so the shift is 1550 × 1.9×10⁻⁴/4.2 = 0.070 nm/K. If the laser wavelength is held fixed while the ring drifts by 1 K,

2δ/Γ = 2 × 0.0701/0.1705 = 0.82 in magnitude,

D = 0.826/(1 + 0.82²) = 0.49.

This figure is only as good as the rough coefficient: shifts of 0.060 and 0.080 nm/K would give 0.55 and 0.44, and the neglected expansion adds about 0.002 nm/K. A drift of 0.1 K leaves 82.1 percent. The dependence is quadratic near the peak, so a tenfold smaller drift does much less than a tenth of the damage.

*Signal bandwidth.* Suppose that the signal has a flat power spectrum of full width B, centred on the resonance. With f the frequency offset, the average of the line factor is

(1/B) ∫ df / [1 + (2f/Δf)²] = (Δf/B) arctan(B/Δf),

where the integral runs from −B/2 to B/2. For B = 10 GHz, B/Δf = 0.47 and the factor is 0.935. The average drop efficiency is then 77.3 percent. This counts power; it does not measure the distortion of the signal.

*Comparison with a real silicon ring.* The radius and group index are ordinary values for silicon wire waveguides. The intrinsic Q corresponds to a propagation loss of

Γ_i n_g/c = 2πn_g/(λQ_i), or 7.4 dB/cm,

which is high for a good straight wire, where a few dB/cm or less is typical. In a small ring, this figure must also cover bending loss and coupler excess loss. The assumption of exact resonance is easily broken: a 1 K drift at fixed laser wavelength takes D from 83 to 49 percent. A practical filter of this linewidth therefore needs its resonance tuned to the laser and held there.

*Optical power.* For 0.1 mW at the input, the mean circulating power is |a|²/T = 1.5 mW, with T again the round-trip time. The ring dissipates 0.1653 × 0.1 mW. If all of this becomes heat and the thermal resistance is roughly 5 K/mW, the ring warms by 0.083 K. A laser left at the cold resonance then sees a shift of 5.8 pm, and D falls to 82.3 percent.

The other nonlinear effects estimated here are smaller than this upper estimate of heating. Scattered light need not become heat in the ring, and if less than about a sixth of the loss is absorbed, heating costs less than two-photon absorption, which lowers D by about 0.01 percentage points. With a rough mode area of 0.1 µm² and a two-photon coefficient of 0.8 cm/GW, two-photon absorption adds about 0.07 percent to the intrinsic loss. Absorption by the carriers it creates adds less still, for a carrier lifetime of 1 ns. The Kerr shift is about 0.03 pm. The two-photon and Kerr figures take the intensity as power divided by mode area; the higher energy density of slow guided light can raise them by about half. A simple Drude estimate puts the size of the carrier shift near 0.0055 pm. Empirical relations for silicon give about ten times more, 0.04 to 0.07 pm, which is still small beside the linewidth of 170 pm. These estimates leave out carriers freed by linear absorption, for example at the silicon surface, which can matter in a real ring.

**Variation 1: a better input coupler**

*The drop coupler and the ring are fixed, with Q_2 = 20000 and Q_i = 100000. Which Q_1 gives the largest drop efficiency?*

Let G = Γ_2 + Γ_i be the decay rate through everything except the input guide. Then

D = 4Γ_1Γ_2/(Γ_1 + G)².

Differentiating with respect to Γ_1,

dD/dΓ_1 = 4Γ_2[(Γ_1 + G) − 2Γ_1]/(Γ_1 + G)³ = 4Γ_2(G − Γ_1)/(Γ_1 + G)³.

The derivative is positive below Γ_1 = G and negative above it, so Γ_1 = G is the maximum:

1/Q_1 = 1/Q_2 + 1/Q_i = 6×10⁻⁵, so Q_1 = 16667.

The through amplitude is now proportional to 1 − 2Γ_1/Γ = 1 − 2G/(2G) = 0. All the incident power enters the ring, and the drop guide receives its share of the remaining decay:

D = Γ_2/(Γ_2 + Γ_i) = Q_i/(Q_i + Q_2) = 100/120 = 0.833.

The gain over equal couplers is 0.7 percentage points, because the original through port held less than one percent of the power. The main benefit is an empty through port, which matters if another signal is to be added there at the same wavelength. The price is a line broader by the factor 12/11.

A small unintended imbalance also costs little. If Q_1 stays at 20000 but the drop coupler comes out weaker than planned, with Q_2 higher by 20 percent at 24000, then D = 80.6 percent.

**Variation 2: backscattering**

*Roughness couples the two directions of travel. By itself, without any decay, this coupling would split the resonance by ω₀/Q_b. What is the drop efficiency at the centre of the line for Q_b = 100000?*

Let a₊ be the driven wave and a₋ the wave travelling the other way. Scattering that conserves energy couples them with a real rate β:

da₊/dt = −(Γ/2)a₊ − iβa₋ + √Γ_1 s,

da₋/dt = −(Γ/2)a₋ − iβa₊.

Without decay or drive, the combinations a₊ ± a₋ oscillate at frequencies shifted by ±β. The splitting is 2β, so 2β = ω₀/Q_b. In the steady state the second equation gives

a₋ = −i(2β/Γ)a₊.

Inserting this in the first turns −iβa₋ into −(2β²/Γ)a₊, and therefore

(Γ/2)[1 + (2β/Γ)²] a₊ = √Γ_1 s.

The driven amplitude is reduced by the bracket, and the power at the drop port by its square. Since 2β/Γ = Q_L/Q_b,

D_b = D / [1 + (Q_L/Q_b)²]².

Here Q_L/Q_b = 0.0909, and

D_b = 0.8264/(1.00826)² = 0.813.

This rough but plausible amount of backscattering costs 1.3 percentage points. The formula also shows when the one-direction picture breaks down: at Q_b = Q_L, where the splitting equals the loaded linewidth, the drop at the line centre is about a quarter of its former value (exactly a quarter in the rate model), and the highest drop, about 0.4 of the former value, lies off centre. At a fixed β, strong coupling to the two guides thus protects the filter, because light leaves before much of it has been turned around. This does not cover reflection at the couplers themselves: if β grows in proportion to the coupling rate, 2β/Γ hardly changes and stronger coupling brings no protection.

The numerical output below lists the main values used in this sheet; the remaining material coefficients are set in the program.

Calculated quantities

```
intrinsic Q: 100000
input and drop coupling Q: 20000, 20000
loaded Q: 9090.9
share of stored energy leaving by both guides: 0.9091
drop efficiency: 82.64 %
through power: 0.83 %
dissipated power: 16.53 %
drop insertion loss: 0.828 dB
wavelength: 1550 nm
ring radius: 10 um
group index (rough): 4.2
round-trip length: 62.83 um
round-trip time: 0.880 ps
full linewidth: 0.1705 nm
full linewidth in frequency: 21.28 GHz
linewidth from round-trip sum: 21.28 GHz
power coupled per pass at each coupler: 5.21 %
equivalent ring loss: 7.39 dB/cm
drop efficiency from round-trip sum: 82.6405 %
drop efficiency from rate model: 82.6446 %
error ratio when round trip is halved: 4.000
best input Q at fixed drop Q: 16667
best input Q found from round-trip sum: 16667
drop efficiency at best input Q: 83.33 %
index change per kelvin (rough): 1.9e-04 1/K
thermal resonance shift: 0.0701 nm/K
drop efficiency after 0.1 K drift: 82.09 %
drop efficiency after 1 K drift: 49.30 %
flat signal bandwidth: 10 GHz
drop efficiency over that bandwidth: 77.26 %
backscattering Q (rough): 100000
drop efficiency with backscattering: 81.30 %
unequal drop coupling Q: 24000
drop efficiency with unequal couplers: 80.62 %
input power: 0.1 mW
mean circulating power: 1.545 mW
thermal resistance (rough): 5.0 K/mW
self-heating upper estimate: 0.083 K
self-heating shift: 5.79 pm
drop efficiency with self-heating: 82.26 %
mode area (rough): 0.1 um2
two-photon coefficient (rough): 0.80 cm/GW
two-photon / intrinsic loss: 7.3e-04
carrier lifetime (rough): 1 ns
carrier density: 7.5e+12 cm^-3
free-carrier / intrinsic loss: 6.3e-05
Kerr resonance shift: 2.6e-02 pm
carrier resonance shift, size (Drude): 5.5e-03 pm
```
